# Why one PBE-type gradient coefficient cannot fit atoms and slowly varying densities: a program that tests the result

```python
"""
Result under test: in a GGA for exchange, E_x = int e_LDA(n) F(s) d3r with
F = 1 + mu s^2 + ..., the weakly perturbed uniform gas requires mu = 10/81,
while atomic exchange energies require about twice that value when
F = 1 + kappa - kappa/(1 + mu s^2/kappa), kappa = 0.804.
Symbols: n density, kF = (3 pi^2 n)^(1/3), s = |grad n|/(2 kF n),
q wave vector of a weak density wave, Q = q/(2 kF), f_x exchange kernel.
Hartree atomic units throughout; the gas integrals use kF = 1.
"""
import numpy as np
from scipy import constants, integrate, linalg
from scipy.optimize import brentq
from scipy.special import xlogy
from pyscf import gto, scf, dft

PI = np.pi
MU_GAS = 10 / 81
KAPPA = 0.804
MU_PBE = 0.06672455060314922 * PI**2 / 3
C_X = 0.75 * (3 / PI) ** (1 / 3)
HARTREE_EV = constants.value("Hartree energy in eV")


def damped(s2, mu, kappa=KAPPA):
    return 1 + kappa - kappa / (1 + mu * s2 / kappa)


# ---------- exact exchange kernel of the uniform gas ----------
def panel(a, b, nodes):
    """Gauss-Legendre rule on [a, b], graded towards both ends."""
    y, w = np.polynomial.legendre.leggauss(nodes)
    y, w = (y + 1) / 2, w / 2
    return a + (b - a) * y**2 * (3 - 2 * y), (b - a) * 6 * y * (1 - y) * w


def annulus(x, q):
    """Range of k_perp^2 where exactly one of k, k+q is occupied; x = k_z + q/2 > 0."""
    lower = np.maximum(0.0, 1 - (x + q / 2) ** 2)
    upper = np.maximum(0.0, 1 - (x - q / 2) ** 2)
    return lower, upper


def disk_pair(u, w, d2):
    """Integral over 0<a<u, 0<b<w of 1/sqrt((d2+a+b)^2 - 4ab)."""
    hi, lo = np.maximum(u, w), np.minimum(u, w)
    root = np.sqrt((hi - lo) ** 2 + 2 * d2 * (hi + lo) + d2**2)
    b = hi - lo + d2 + root
    total = d2 + root + hi + lo
    return (hi * np.log(total / b) + lo * np.log(b / (2 * d2))
            + (root - hi - lo - d2) / 2)


def self_energy_primitive(k):
    """Antiderivative in k^2 of the exchange self-energy of the gas."""
    g = k - k**3 / 3
    return -(2 * k**2 / 3 + (g + 2 / 3) * np.log(1 + k)
             + xlogy((1 - k) ** 2 * (2 + k) / 3, np.abs(1 - k))) / PI


def gas_kernel(q, nodes):
    """Return density response chi0 and exact exchange kernel f_x at kF = 1."""
    corner, end = 1 - q / 2, 1 + q / 2
    chi0 = self_part = vertex = 0.0
    for a, b in ((0.0, corner), (corner, end)):
        xs, wx = panel(a, b, nodes)
        lo, hi = annulus(xs, q)
        chi0 -= np.sum(wx * (hi - lo) / (q * xs)) / (2 * PI**2)
        prim = self_energy_primitive
        k_plus = (prim(np.sqrt((xs + q / 2) ** 2 + hi))
                  - prim(np.sqrt((xs + q / 2) ** 2 + lo)))
        k_here = (prim(np.sqrt((xs - q / 2) ** 2 + hi))
                  - prim(np.sqrt((xs - q / 2) ** 2 + lo)))
        self_part += np.sum(wx * (k_plus - k_here) / xs**2) / (4 * PI**2 * q**2)
        for x, weight, ul, uh in zip(xs, wx, lo, hi):
            pieces = [(0.0, 1.0)] if x < corner else [(0.0, corner / x),
                                                     (corner / x, 1.0)]
            for ta, tb in pieces:
                t, wt = panel(ta, tb, nodes)
                wl, wh = annulus(x * t, q)
                m = 0.0
                for d2 in ((x * (1 - t)) ** 2, (x * (1 + t)) ** 2):
                    m = m + (disk_pair(uh, wh, d2) - disk_pair(uh, wl, d2)
                             - disk_pair(ul, wh, d2) + disk_pair(ul, wl, d2))
                vertex += weight * np.sum(wt * m / (x * t))
    vertex *= 4 / (16 * PI**3 * q**2)
    return chi0, 2 * (self_part - vertex) / chi0**2


direct = integrate.dblquad(
    lambda b, a: 1 / np.sqrt((0.3 + a + b) ** 2 - 4 * a * b), 0, 0.7, 0, 0.4)[0]
assert abs(direct - disk_pair(0.7, 0.4, 0.3)) < 1e-8

Q_values = np.array([0.2, 0.3, 0.4])
kernel_ratio = []
for Q in Q_values:
    chi0, fx = gas_kernel(2 * Q, 100)
    lindhard = -(0.5 + (1 - Q**2) / (4 * Q) * np.log((1 + Q) / (1 - Q))) / PI**2
    assert abs(chi0 / lindhard - 1) < 1e-6
    kernel_ratio.append(-fx / PI)
kernel_ratio = np.array(kernel_ratio)
coarse = -gas_kernel(2 * Q_values[0], 60)[1] / PI
assert abs(coarse - kernel_ratio[0]) < 1e-4
mu_at_Q = (kernel_ratio - 1) / (4.5 * Q_values**2)
mu_limit = np.polyfit(Q_values**2, mu_at_Q, 2)[-1]
assert abs(mu_limit - MU_GAS) < 0.002


# ---------- a GGA's own kernel, by finite difference on a density wave ----------
def wave_energy(amplitude, Q, mu):
    phase = 2 * PI * np.arange(256) / 256
    n = 1 + 2 * amplitude * np.cos(phase)
    q = 2 * Q * (3 * PI**2) ** (1 / 3)
    gradient = -2 * amplitude * q * np.sin(phase)
    s2 = gradient**2 / (4 * (3 * PI**2) ** (2 / 3) * n ** (8 / 3))
    return np.mean(-C_X * n ** (4 / 3) * damped(s2, mu))


step, Q_test, mu_test = 0.003, 0.4, 0.26
gga_change = wave_energy(step, Q_test, mu_test) - wave_energy(0, Q_test, mu_test)
lda_change = wave_energy(step, Q_test, 0.0) - wave_energy(0, Q_test, 0.0)
gga_ratio_fd = gga_change / lda_change
assert abs(gga_ratio_fd - (1 + 4.5 * mu_test * Q_test**2)) < 2e-4


# ---------- atoms: density, exact exchange, GGA integrals ----------
def even_tempered(plan):
    return [[l, [start * ratio**k, 1.0]]
            for l, start, ratio, count in plan for k in range(count)]


class AtomDensity:
    """Radial data of a closed-shell density and its exact exchange energy."""

    def __init__(self, mol, dm, exchange, r_max):
        log_r = np.linspace(np.log(1e-6), np.log(r_max), 4000)
        r = np.exp(log_r)
        points = np.column_stack((0 * r, 0 * r, r))
        ao = mol.eval_gto("GTOval_sph_deriv1", points)
        half = ao[0] @ dm
        n = np.sum(half * ao[0], axis=1)
        slope = 2 * np.sum(half * ao[3], axis=1)
        keep = n > 1e-25
        self.n, self.slope = n[keep], slope[keep]
        self.w = (4 * PI * r**3 * (log_r[1] - log_r[0]))[keep]
        self.s2 = self.slope**2 / (4 * (3 * PI**2) ** (2 / 3) * self.n ** (8 / 3))
        self.lda_parts = -C_X * self.n ** (4 / 3) * self.w
        self.lda = self.lda_parts.sum()
        self.electrons = np.sum(self.w * self.n)
        self.exact = exchange

    def energy(self, enhancement):
        return np.sum(self.lda_parts * enhancement)

    def mu_damped(self, kappa=KAPPA):
        return brentq(lambda m: self.energy(damped(self.s2, m, kappa))
                      - self.exact, 1e-4, 10)

    def mu_quadratic(self):
        return (self.exact - self.lda) / np.sum(self.lda_parts * self.s2)


ca_basis = even_tempered([(0, 0.009, 2.2, 23), (1, 0.04, 2.2, 15)])
ca_mol = gto.M(atom="Ca 0 0 0", basis={"Ca": ca_basis}, verbose=0)
ks = dft.RKS(ca_mol)
ks.xc = "PBE,"
ks.grids.level = 4
ks.conv_tol = 1e-9
ks.kernel()
assert ks.converged
ca_dm = np.asarray(ks.make_rdm1())
kinetic = np.sum(ca_dm * ca_mol.intor("int1e_kin"))
virial = -ks.e_tot / kinetic
assert abs(virial - 1) < 1e-4
ca_k = scf.hf.get_jk(ca_mol, ca_dm)[1]
ca = AtomDensity(ca_mol, ca_dm, -0.25 * np.sum(ca_dm * ca_k), 40.0)
assert abs(ca.electrons - 20) < 1e-4

rho = np.array([ca.n, 0 * ca.n, 0 * ca.n, ca.slope])
for name, mu in (("GGA_X_PBE,", MU_PBE), ("GGA_X_PBE_SOL,", MU_GAS)):
    per_electron = dft.libxc.eval_xc(name, rho, spin=0, deriv=0)[0]
    library = np.sum(ca.w * ca.n * per_electron)
    assert abs(library - ca.energy(damped(ca.s2, mu))) < 1e-3

ca_mu = ca.mu_damped()
ca_mu_quad = ca.mu_quadratic()
ca_mu_exp = brentq(lambda m: ca.energy(
    1 + KAPPA * (1 - np.exp(-m * ca.s2 / KAPPA))) - ca.exact, 1e-4, 10)
ca_gas = ca.energy(damped(ca.s2, MU_GAS))
ca_pbe = ca.energy(damped(ca.s2, MU_PBE))
recovered = (ca_gas - ca.lda) / (ca.exact - ca.lda)
assert 1.7 < ca_mu / MU_GAS < 2.4
assert 0.4 < recovered < 0.75

order = np.argsort(ca.s2)
cumulative = np.cumsum(ca.lda_parts[order]) / ca.lda
s_median = np.sqrt(ca.s2[order][np.searchsorted(cumulative, 0.5)])
quad_parts = ca.lda_parts * ca.s2
share_large_s = quad_parts[ca.s2 > 1].sum() / quad_parts.sum()

# A GGA that keeps the gas coefficient but rises faster at moderate s.
def steeper(s2, c4):
    return damped(s2 + c4 * s2**2 / MU_GAS, MU_GAS)


c4 = brentq(lambda c: ca.energy(steeper(ca.s2, c)) - ca.exact, 0, 100)
small = 1e-4
assert abs((steeper(small, c4) - 1) / small - MU_GAS) < 1e-3


# Filled hydrogenic shells: noninteracting electrons in the potential -1/r.
def hydrogenic(basis):
    mol = gto.M(atom="H 0 0 0", basis={"H": basis}, charge=-1, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    levels, orbitals = linalg.eigh(core, mol.intor("int1e_ovlp"))
    return mol, levels, orbitals


# The outer lobes of 3s and 3p need Gaussians much broader than the 1s tail does.
shell_basis = even_tempered([(0, 0.0015, 2.3, 20), (1, 0.0015, 2.3, 15),
                             (2, 0.0035, 2.3, 10)])
shell_mol, levels, orbitals = hydrogenic(shell_basis)
counts = (2, 10, 28)
bohr_levels = np.repeat([-1 / 2, -1 / 8, -1 / 18], [1, 4, 9])
shell_energy_error = 2 * levels[:14].sum() + 3
assert abs(shell_energy_error) < 1e-3
assert np.max(np.abs(levels[:14] - bohr_levels)) < 1e-4
compact_basis = [f for f in shell_basis if f[1][0] > 0.007]
compact_error = 2 * hydrogenic(compact_basis)[1][:14].sum() + 3

dms = np.array([2 * orbitals[:, :N // 2] @ orbitals[:, :N // 2].T for N in counts])
shell_k = scf.hf.get_jk(shell_mol, dms)[1]
shells = [AtomDensity(shell_mol, dm, -0.25 * np.sum(dm * k), 80.0)
          for dm, k in zip(dms, shell_k)]
assert abs(shells[0].exact + 5 / 8) < 1e-4
for N, shell in zip(counts, shells):
    assert abs(shell.electrons - N) < 1e-3
    assert shell.mu_damped() > 1.3 * MU_GAS

# The atomic mu spoils the gas kernel.
gas_error_small = 1 + 4.5 * MU_GAS * Q_values[0] ** 2 - kernel_ratio[0]
gas_error_atomic = 1 + 4.5 * ca_mu * Q_values[0] ** 2 - kernel_ratio[0]
assert abs(gas_error_atomic) > 5 * abs(gas_error_small)

print("UNIFORM GAS (dimensionless)")
print(f"10/81 = {MU_GAS:.6f}")
for Q, ratio, mu in zip(Q_values, kernel_ratio, mu_at_Q):
    print(f"Q={Q:.1f}: exact f_x/f_LDA = {ratio:.5f}, apparent mu = {mu:.5f}")
print(f"apparent mu extrapolated to Q=0: {mu_limit:.5f}")
print(f"GGA kernel ratio, finite difference, mu=0.26, Q=0.4: {gga_ratio_fd:.5f}")
print(f"GGA kernel ratio, formula, same case: {1+4.5*mu_test*Q_test**2:.5f}")
print("CALCIUM ATOM (exchange-only PBE density)")
print(f"basis functions: {ca_mol.nao}; -E/T (1 if complete): {virial:.7f}")
print(f"exact exchange of this density: {ca.exact:.4f} hartree")
print(f"LDA exchange: {ca.lda:.4f} hartree")
print(f"exact minus LDA: {ca.exact-ca.lda:.4f} hartree")
print(f"damped GGA, mu=10/81 (PBEsol exchange): {ca_gas:.4f} hartree")
print(f"damped GGA, mu={MU_PBE:.5f} (PBE exchange): {ca_pbe:.4f} hartree")
print(f"error with mu=10/81: {ca_gas-ca.exact:.4f} hartree")
print(f"same error: {(ca_gas-ca.exact)*HARTREE_EV:.2f} eV")
print(f"error with PBE mu: {ca_pbe-ca.exact:.4f} hartree")
print(f"part of exact-minus-LDA recovered by mu=10/81: {100*recovered:.1f} %")
print(f"required mu, damped form, kappa={KAPPA}: {ca_mu:.4f}")
print(f"required mu divided by 10/81: {ca_mu/MU_GAS:.3f}")
print(f"required mu, exponential damping, same kappa: {ca_mu_exp:.4f}")
print(f"required mu, undamped 1+mu s^2: {ca_mu_quad:.4f}")
print(f"exchange-weighted median of s: {s_median:.3f}")
print(f"share of undamped s^2 integral from s>1: {100*share_large_s:.1f} %")
print("FILLED HYDROGENIC SHELLS (nuclear charge 1)")
print(f"N=28 total energy error of the basis: {shell_energy_error:.6f} hartree")
print(f"same without exponents below 0.007: {compact_error:.6f} hartree")
for N, shell in zip(counts, shells):
    print(f"N={N}: exact E_x {shell.exact:.5f}, LDA {shell.lda:.5f} hartree")
    print(f"N={N}: required mu damped {shell.mu_damped():.4f}, "
          f"undamped {shell.mu_quadratic():.4f}")
print("PRICE OF THE ATOMIC MU IN THE GAS, Q=0.2 (dimensionless)")
print(f"kernel-ratio error with mu=10/81: {gas_error_small:.5f}")
print(f"kernel-ratio error with calcium mu: {gas_error_atomic:.5f}")
print("GGA WITH 10/81 KEPT AND AN s^4 TERM FITTED TO CALCIUM")
print(f"fitted s^4 coefficient inside the damping: {c4:.4f}")
for N, shell in zip(counts, shells):
    e_steep = 100 * (shell.energy(steeper(shell.s2, c4)) / shell.exact - 1)
    e_mu = 100 * (shell.energy(damped(shell.s2, ca_mu)) / shell.exact - 1)
    print(f"N={N}: E_x error, s^4 form {e_steep:.2f} %, calcium mu {e_mu:.2f} %")
print("success")
```

It prints:

```
UNIFORM GAS (dimensionless)
10/81 = 0.123457
Q=0.2: exact f_x/f_LDA = 1.02275, apparent mu = 0.12641
Q=0.3: exact f_x/f_LDA = 1.05278, apparent mu = 0.13031
Q=0.4: exact f_x/f_LDA = 1.09807, apparent mu = 0.13621
apparent mu extrapolated to Q=0: 0.12347
GGA kernel ratio, finite difference, mu=0.26, Q=0.4: 1.18720
GGA kernel ratio, formula, same case: 1.18720
CALCIUM ATOM (exchange-only PBE density)
basis functions: 68; -E/T (1 if complete): 1.0000042
exact exchange of this density: -35.1656 hartree
LDA exchange: -32.5778 hartree
exact minus LDA: -2.5879 hartree
damped GGA, mu=10/81 (PBEsol exchange): -34.0225 hartree
damped GGA, mu=0.21951 (PBE exchange): -34.9971 hartree
error with mu=10/81: 1.1431 hartree
same error: 31.11 eV
error with PBE mu: 0.1685 hartree
part of exact-minus-LDA recovered by mu=10/81: 55.8 %
required mu, damped form, kappa=0.804: 0.2373
required mu divided by 10/81: 1.922
required mu, exponential damping, same kappa: 0.2199
required mu, undamped 1+mu s^2: 0.2017
exchange-weighted median of s: 0.574
share of undamped s^2 integral from s>1: 12.2 %
FILLED HYDROGENIC SHELLS (nuclear charge 1)
N=28 total energy error of the basis: 0.000048 hartree
same without exponents below 0.007: 0.003130 hartree
N=2: exact E_x -0.62500, LDA -0.53607 hartree
N=2: required mu damped 0.2758, undamped 0.1469
N=10: exact E_x -1.74785, LDA -1.60833 hartree
N=10: required mu damped 0.2630, undamped 0.1846
N=28: exact E_x -3.39605, LDA -3.22270 hartree
N=28: required mu damped 0.2658, undamped 0.2041
PRICE OF THE ATOMIC MU IN THE GAS, Q=0.2 (dimensionless)
kernel-ratio error with mu=10/81: -0.00053
kernel-ratio error with calcium mu: 0.01996
GGA WITH 10/81 KEPT AND AN s^4 TERM FITTED TO CALCIUM
fitted s^4 coefficient inside the damping: 0.2182
N=2: E_x error, s^4 form 1.74 %, calcium mu -1.41 %
N=10: E_x error, s^4 form -0.54 %, calcium mu -0.64 %
N=28: E_x error, s^4 form -0.98 %, calcium mu -0.48 %
success
```
